# Mermin free energy and the Lagrange matrix for ultrasoft orbitals: a numerical check

```python
"""
Result under test: for ultrasoft orbitals (C^T S C = 1) and a Hermitian
occupation matrix f, the free energy
    A = E[n, orbitals, f] - 2 theta Tr s(f)
is stationary when H C f = S C Lam, with Lam = h f = f h, and
h = mu + theta s'(f); hence Lam commutes with f.
Symbols: C orbital coefficients, S overlap operator, H Hamiltonian with
screened coefficients D = D0 + integral(V_eff Q), h = C^T H C,
Lam Lagrange matrix, theta smearing energy, mu chemical potential,
s entropy per spin orbital. Two equal spins. Internal units: eV, angstrom.
The system is a periodic one-dimensional model cell in a fixed basis.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.special import expit, erfc, erfinv, k0, xlogy

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20       # eV A^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e10        # eV A
LENGTH, N_GRID, M_MAX = 8.0, 48, 6
N_EL, N_BAND, THETA = 3.0, 3, 1.0
SOFT, XC_G, XC_B = 1.0, 0.25 * COUL, 1.0

dx = LENGTH / N_GRID
x = dx * np.arange(N_GRID)


def offset(center):
    """Signed distance to the nearest periodic image of center."""
    return (x - center + LENGTH / 2) % LENGTH - LENGTH / 2


columns, wave = [np.full(N_GRID, LENGTH**-0.5)], [0.0]
for m in range(1, M_MAX + 1):
    g = 2 * np.pi * m / LENGTH
    columns += [np.sqrt(2 / LENGTH) * np.cos(g * x),
                np.sqrt(2 / LENGTH) * np.sin(g * x)]
    wave += [g, g]
basis = np.array(columns).T
kinetic = KIN * np.array(wave)**2
n_basis = len(kinetic)

y = offset(3.0)
v_loc = (-8.0 * np.exp(-y**2 / (2 * 0.8**2))
         - 4.0 * np.exp(-offset(5.5)**2 / (2 * 0.8**2)))
beta = np.array([np.exp(-y**2 / (2 * 0.6**2)),
                 y * np.exp(-y**2 / (2 * 0.6**2))]).T
beta /= np.sqrt(dx * (beta**2).sum(0))
# augmentation charges Q_nm(x) = aug_n(x) aug_m(x)
aug = np.array([np.exp(-y**2 / (2 * 0.3**2)),
                (y / 0.3 + 0.3) * np.exp(-y**2 / (2 * 0.3**2))]).T
aug *= np.sqrt(0.3 / (dx * (aug**2).sum(0)))
q_aug = dx * aug.T @ aug
D0 = np.array([[3.0, 0.5], [0.5, 2.0]])
B = dx * basis.T @ beta
S = np.eye(n_basis) + B @ q_aug @ B.T

kernel = np.zeros((N_GRID, N_GRID))
for m in range(1, N_GRID // 2):
    g = 2 * np.pi * m / LENGTH
    kernel += (2 / LENGTH) * 2 * COUL * k0(g * SOFT) * np.cos(
        g * (x[:, None] - x[None, :]))


def occupation(z, kind="fermi"):
    return expit(z) if kind == "fermi" else 0.5 * erfc(-z)


def entropy(p, kind="fermi"):
    if kind == "fermi":
        return -xlogy(p, p) - xlogy(1 - p, 1 - p)
    return np.exp(-erfinv(2 * p - 1)**2) / (2 * np.sqrt(np.pi))


def density_parts(C, f):
    rho = C @ f @ C.conj().T
    smooth = 2 * ((basis @ rho) * basis).sum(1).real
    hard = 2 * ((aug @ (B.T @ rho @ B)) * aug).sum(1).real
    return rho, smooth, hard


def xc_energy(n):
    return -dx * np.sum(XC_G * n**2 / (2 * (1 + XC_B * n)))


def xc_potential(n):
    return -XC_G * n * (2 + XC_B * n) / (2 * (1 + XC_B * n)**2)


def free_energy(C, f, theta=THETA, kind="fermi"):
    """The functional evaluated from its definition."""
    rho, smooth, hard = density_parts(C, f)
    n = smooth + hard
    one_body = 2 * (kinetic @ np.diag(rho).real
                    + np.trace(D0 @ B.T @ rho @ B).real)
    energy = (one_body + dx * v_loc @ n + 0.5 * dx**2 * n @ kernel @ n
              + xc_energy(n))
    p = np.clip(np.linalg.eigvalsh(f), 0, 1)
    return energy - 2 * theta * entropy(p, kind).sum()


def hamiltonian(n, shift=0.0):
    v = v_loc + dx * kernel @ n + xc_potential(n) + shift
    D = D0 + dx * (aug.T * v) @ aug
    H = np.diag(kinetic) + dx * (basis.T * v) @ basis + B @ D @ B.T
    return H, D


def scf(n_el=N_EL, theta=THETA, kind="fermi"):
    """Self-consistent diagonalization with density mixing."""
    n = np.full(N_GRID, n_el / LENGTH)
    for _ in range(3000):
        eps, vec = eigh(hamiltonian(n)[0], S)
        e = eps[:N_BAND]
        mu = brentq(lambda u: 2 * occupation((u - e) / theta, kind).sum()
                    - n_el, e[0] - 30, e[-1] + 30, xtol=1e-13)
        p, C = occupation((mu - e) / theta, kind), vec[:, :N_BAND]
        _, smooth, hard = density_parts(C, np.diag(p))
        change = smooth + hard - n
        if np.abs(change).max() < 1e-11:
            break
        n = n + 0.2 * change
    else:
        raise AssertionError("self-consistency not reached")
    A = free_energy(C, np.diag(p), theta, kind)
    return A, mu, eps, p, C, smooth, hard


def matrix_function(matrix, function):
    w, U = np.linalg.eigh(matrix)
    return (U * function(w)) @ U.conj().T


def entropy_slope(p):
    return np.log((1 - p) / p)


# --- entropy function of a monotone smearing, from its defining integral
deltas = {"fermi": lambda t: expit(t) * expit(-t),
          "gauss": lambda t: np.exp(-t * t) / np.sqrt(np.pi)}
for kind, delta in deltas.items():
    for z in (-1.3, 0.4):
        direct = -quad(lambda t: t * delta(t), -40, z, limit=200)[0]
        assert abs(direct - entropy(occupation(z, kind), kind)) < 1e-7
        p, d = occupation(z, kind), 1e-5
        slope = (entropy(p + d, kind) - entropy(p - d, kind)) / (2 * d)
        assert abs(slope + z) < 1e-6

# --- derivatives of the functional at a random non-stationary point
rng = np.random.default_rng(7)


def random_complex(a, b):
    return rng.normal(size=(a, b)) + 1j * rng.normal(size=(a, b))


C_r = np.eye(n_basis, N_BAND) + 0.1 * random_complex(n_basis, N_BAND)
U_r = np.linalg.qr(random_complex(N_BAND, N_BAND))[0]
f_r = (U_r * np.array([0.8, 0.5, 0.2])) @ U_r.conj().T
_, sm, hd = density_parts(C_r, f_r)
H_r, D_r = hamiltonian(sm + hd)
dC = random_complex(n_basis, N_BAND)
df = random_complex(N_BAND, N_BAND)
df = (df + df.conj().T) / 2
t = 1e-5
fd_orb = (free_energy(C_r + t * dC, f_r)
          - free_energy(C_r - t * dC, f_r)) / (2 * t)
an_orb = 4 * np.trace(dC.conj().T @ H_r @ C_r @ f_r).real
H_bare = H_r - B @ (D_r - D0) @ B.T
bare_orb = 4 * np.trace(dC.conj().T @ H_bare @ C_r @ f_r).real
assert abs(fd_orb - an_orb) < 1e-5 * (1 + abs(an_orb))
assert abs(fd_orb - bare_orb) > 1e-3
fd_occ = (free_energy(C_r, f_r + t * df)
          - free_energy(C_r, f_r - t * df)) / (2 * t)
an_occ = 2 * np.trace((C_r.conj().T @ H_r @ C_r - THETA
                       * matrix_function(f_r, entropy_slope)) @ df).real
assert abs(fd_occ - an_occ) < 1e-5 * (1 + abs(an_occ))

# --- self-consistent solution and its thermodynamic derivatives
A, mu, eps, p, C, smooth, hard = scf()
n = smooth + hard
H, D = hamiltonian(n)
assert abs(dx * n.sum() - N_EL) < 1e-9
band = 2 * p @ eps[:N_BAND]
hartree = 0.5 * dx**2 * n @ kernel @ n
xc_fix = xc_energy(n) - dx * xc_potential(n) @ n
ts_term = 2 * THETA * entropy(p).sum()
assert abs(band - hartree + xc_fix - ts_term - A) < 1e-7
slopes = {}
for kind in deltas:
    ref = scf(kind=kind)
    d = 0.002
    dA_dN = (scf(N_EL + d, kind=kind)[0]
             - scf(N_EL - d, kind=kind)[0]) / (2 * d)
    dA_dt = (scf(theta=THETA + d, kind=kind)[0]
             - scf(theta=THETA - d, kind=kind)[0]) / (2 * d)
    assert abs(dA_dN - ref[1]) < 1e-4
    assert abs(dA_dt + 2 * entropy(ref[3], kind).sum()) < 1e-4
    slopes[kind] = (ref[0], ref[1], dA_dN, dA_dt)

# --- entropy by enumeration of all many-electron occupation states
levels, fill = np.repeat(eps[:N_BAND], 2), np.repeat(p, 2)
states = np.array(list(np.ndindex(*(2,) * (2 * N_BAND))))
weight = np.exp(-(states @ (levels - mu)) / THETA)
prob = weight / weight.sum()
many_entropy = -xlogy(prob, prob).sum()
assert np.allclose(prob @ states, fill, atol=1e-10)
assert abs(many_entropy - 2 * entropy(p).sum()) < 1e-10
# correlated ensemble with the same occupations has lower entropy
corr = prob * (1 + 0.5 * (states[:, 2] - fill[2]) * (states[:, 3] - fill[3]))
corr_entropy = -xlogy(corr, corr).sum()
assert np.allclose(corr @ states, fill, atol=1e-10)
assert corr_entropy < many_entropy - 1e-5

# --- occupations are eigenvalues of gamma S, not of gamma
gamma = C @ np.diag(p) @ C.T
with_S = np.sort(np.linalg.eigvals(gamma @ S).real)[::-1][:N_BAND]
without_S = np.linalg.eigvalsh(gamma)[::-1][:N_BAND]
assert np.allclose(with_S, p, atol=1e-9)
assert np.abs(without_S - p).max() > 1e-3

# --- minimization that uses values of the free energy only
scale = 1 / np.sqrt(1 + kinetic / 5.0)
upper = np.triu_indices(N_BAND)
n_orb = n_basis * N_BAND


def orbitals(params):
    raw = params.reshape(n_basis, N_BAND) * scale[:, None]
    low = np.linalg.cholesky(raw.T @ S @ raw)
    return np.linalg.solve(low, raw.T).T


def orbital_params(Cx):
    """Parameters that reproduce given S-orthonormal orbitals."""
    return (Cx / scale[:, None]).ravel()


def occupations(params):
    X = np.zeros((N_BAND, N_BAND))
    X[upper] = params
    X = X + X.T - np.diag(np.diag(X))
    w, U = np.linalg.eigh(X)
    c = brentq(lambda s: expit(w + s).sum() - N_EL / 2, -80, 80, xtol=1e-14)
    return (U * expit(w + c)) @ U.T


def search(function, start):
    def gradient(params):
        grad, step = np.empty(len(params)), 3e-5
        for i in range(len(params)):
            shifted = params.copy()
            shifted[i] += step
            plus = function(shifted)
            shifted[i] -= 2 * step
            grad[i] = (plus - function(shifted)) / (2 * step)
        return grad
    return minimize(function, start, jac=gradient, method="BFGS",
                    options={"gtol": 1e-6, "maxiter": 400}).x


def diagnose(Cx, fx):
    """h, Lam, commutator, orbital residual, occupation residual."""
    _, s1, s2 = density_parts(Cx, fx)
    Hx = hamiltonian(s1 + s2)[0]
    h = Cx.T @ Hx @ Cx
    lam = h @ fx
    commutator = np.abs(lam @ fx - fx @ lam).max()
    orb = np.abs(Hx @ Cx @ fx - S @ Cx @ lam).max()
    occ = h - THETA * matrix_function(fx, entropy_slope)
    occ = np.abs(occ - np.trace(occ) / N_BAND * np.eye(N_BAND)).max()
    return h, lam, commutator, orb, occ


p_orb = (np.eye(n_basis, N_BAND)
         + 0.1 * rng.normal(size=(n_basis, N_BAND))).ravel()
p_occ = rng.normal(size=len(upper[0]))
start = diagnose(orbitals(p_orb), occupations(p_occ))
assert start[2] > 1e-2

best = search(lambda v: free_energy(orbitals(v[:n_orb]),
                                    occupations(v[n_orb:])),
              np.concatenate([p_orb, p_occ]))
C_min, f_min = orbitals(best[:n_orb]), occupations(best[n_orb:])
A_min = free_energy(C_min, f_min)
h_min, lam_min, com_min, orb_min, occ_min = diagnose(C_min, f_min)
# tolerances reflect the finite-difference gradient of the search;
# the occupation residual is amplified by 1/(f(1-f))
assert abs(A_min - A) < 1e-6
assert com_min < 1e-4 and orb_min < 1e-3 and occ_min < 5e-3
assert np.abs(lam_min - lam_min.T).max() < 1e-3
lam_thermal = matrix_function(
    f_min, lambda w: w * (mu + THETA * entropy_slope(w)))
assert np.abs(lam_min - lam_thermal).max() < 5e-3

# orbitals optimized at a frozen non-diagonal f whose eigenvalues belong
# to twice the smearing energy, so that they are not thermal at theta
mu_hot = brentq(lambda u: expit((u - eps[:N_BAND]) / (2 * THETA)).sum()
                - N_EL / 2, eps[0] - 60, eps[N_BAND - 1] + 60, xtol=1e-13)
p_hot = expit((mu_hot - eps[:N_BAND]) / (2 * THETA))
R = np.linalg.qr(rng.normal(size=(N_BAND, N_BAND)))[0]
f_fix = (R * p_hot) @ R.T
v_a = orbital_params(orbitals(p_orb) @ R.T)
start_a = diagnose(orbitals(v_a), f_fix)
assert start_a[2] > 1e-3, f"start commutator {start_a[2]:.2e}"
for _ in range(3):   # restarts from re-orthonormalized orbitals
    v_a = orbital_params(orbitals(
        search(lambda v: free_energy(orbitals(v), f_fix), v_a)))
only_orb = diagnose(orbitals(v_a), f_fix)
assert only_orb[2] < 1e-4, f"commutator {only_orb[2]:.2e}"
assert only_orb[3] < 1e-3, f"orbital residual {only_orb[3]:.2e}"
assert only_orb[4] > 0.05, f"occupation residual {only_orb[4]:.2e}"

# occupations optimized at frozen orbitals
C_fix = orbitals(p_orb)
f_b = occupations(search(lambda v: free_energy(C_fix, occupations(v)), p_occ))
only_occ = diagnose(C_fix, f_b)
assert only_occ[2] < 1e-4, f"commutator {only_occ[2]:.2e}"
assert only_occ[4] < 5e-3, f"occupation residual {only_occ[4]:.2e}"
assert only_occ[3] > 0.05, f"orbital residual {only_occ[3]:.2e}"

# --- energy zero: a shift can make two eigenvalues of Lam coincide
lam_scf = p * eps[:N_BAND]
shift = -(lam_scf[1] - lam_scf[2]) / (p[1] - p[2])
H_shift = hamiltonian(n, shift)[0]
assert np.allclose(H_shift, H + shift * S, atol=1e-8)
turn = np.eye(N_BAND)
turn[1:, 1:] = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
C_turn, f_turn = C @ turn, turn.T @ np.diag(p) @ turn
lam_turn = C_turn.T @ H_shift @ C_turn @ f_turn
assert np.abs(lam_turn - np.diag(np.diag(lam_turn))).max() < 1e-6
assert abs(f_turn[1, 2]) > 1e-3


def row(values, digits=5):
    return " ".join(f"{v:.{digits}f}" for v in values)


print(f"cell {LENGTH} A, electrons {N_EL}, bands {N_BAND}, basis {n_basis}")
print(f"theta = {THETA} eV, T = {THETA * const.e / const.k:.1f} K")
print("q_11 q_12 q_22 =", row([q_aug[0, 0], q_aug[0, 1], q_aug[1, 1]]))
print("bare D_11 D_12 D_22 (eV) =", row([D0[0, 0], D0[0, 1], D0[1, 1]]))
print("screened D_11 D_12 D_22 (eV) =", row([D[0, 0], D[0, 1], D[1, 1]]))
print("orbital derivative, random point (eV):")
print("  finite difference, formula, bare D =",
      row([fd_orb, an_orb, bare_orb]))
print("occupation derivative (eV): difference, formula =",
      row([fd_occ, an_occ]))
print("SCF levels 1-4 (eV) =", row(eps[:4]))
print("occupations 1-3 =", row(p, 6))
print(f"omitted level 4 would have f = {expit((mu - eps[3]) / THETA):.2e}")
print(f"mu = {mu:.6f} eV")
print("electrons: smooth, augmentation =",
      row([dx * smooth.sum(), dx * hard.sum()]))
print(f"band sum = {band:.6f} eV, Hartree = {hartree:.6f} eV")
print(f"E_xc - int v_xc n = {xc_fix:.6f} eV")
print(f"2 theta sum s = {ts_term:.6f} eV")
print(f"A (SCF) = {A:.8f} eV = {A * const.e:.6e} J")
print(f"A (direct search) = {A_min:.8f} eV")
for kind, val in slopes.items():
    print(f"{kind}: A, mu, dA/dN (eV), dA/dtheta =", row(val))
print("entropy/k_B: enumerated, correlated =",
      row([many_entropy, corr_entropy], 6))
print("eigenvalues of gamma S =", row(with_S, 6))
print("eigenvalues of gamma =", row(without_S, 6))
for name, mat in (("f", f_min), ("h (eV)", h_min), ("Lam (eV)", lam_min)):
    print(f"direct search, {name}:")
    for line in mat:
        print("  ", row(line))
print("frozen occupations (twice theta) =", row(p_hot))
print("largest element: [Lam,f], orbital, occupation residual (eV)")
for name, res in (("start", start),
                  ("both optimized", (0, 0, com_min, orb_min, occ_min)),
                  ("orbitals only, start", start_a),
                  ("orbitals only", only_orb),
                  ("occupations only", only_occ)):
    print(f"  {name}: {res[2]:.1e} {res[3]:.1e} {res[4]:.1e}")
print("SCF Lam eigenvalues f*eps (eV) =", row(lam_scf))
print(f"shift for equal 2nd and 3rd = {shift:.5f} eV")
print("rotated pair: Lam diagonal (eV) =", row(np.diag(lam_turn)))
print(f"rotated pair: off-diagonal f = {f_turn[1, 2]:.5f}")
print("all tests passed")
```

Running it gives:

```
cell 8.0 A, electrons 3.0, bands 3, basis 13
theta = 1.0 eV, T = 11604.5 K
q_11 q_12 q_22 = 0.30000 0.11717 0.30000
bare D_11 D_12 D_22 (eV) = 3.00000 0.50000 2.00000
screened D_11 D_12 D_22 (eV) = 0.93400 -0.29242 0.06145
orbital derivative, random point (eV):
  finite difference, formula, bare D = 15.37317 15.37317 14.91786
occupation derivative (eV): difference, formula = 14.88369 14.88369
SCF levels 1-4 (eV) = -3.40994 -1.45682 -0.83859 4.97023
occupations 1-3 = 0.827332 0.404613 0.268055
omitted level 4 would have f = 1.10e-03
mu = -1.843103 eV
electrons: smooth, augmentation = 2.74317 0.25683
band sum = -7.270779 eV, Hartree = 0.532237 eV
E_xc - int v_xc n = 1.079594 eV
2 theta sum s = 3.432488 eV
A (SCF) = -10.15590992 eV = -1.627156e-18 J
A (direct search) = -10.15590992 eV
fermi: A, mu, dA/dN (eV), dA/dtheta = -10.15591 -1.84310 -1.84310 -3.43249
gauss: A, mu, dA/dN (eV), dA/dtheta = -8.39044 -1.64298 -1.64298 -0.88103
entropy/k_B: enumerated, correlated = 3.432488 3.425255
eigenvalues of gamma S = 0.827332 0.404613 0.268055
eigenvalues of gamma = 0.754628 0.370555 0.246400
direct search, f:
   0.52426 -0.25704 -0.05524
   -0.25704 0.60866 -0.02947
   -0.05524 -0.02947 0.36709
direct search, h (eV):
   -2.01509 1.18313 0.25082
   1.18313 -2.40330 0.13255
   0.25082 0.13255 -1.28696
direct search, Lam (eV):
   -1.37439 1.23070 0.16851
   1.23070 -1.77081 0.05414
   0.16851 0.05414 -0.49019
frozen occupations (twice theta) = 0.68168 0.44644 0.37188
largest element: [Lam,f], orbital, occupation residual (eV)
  start: 4.0e-01 1.7e+00 2.6e+00
  both optimized: 8.8e-09 1.3e-07 1.5e-07
  orbitals only, start: 2.1e-01 1.7e+00 1.2e+00
  orbitals only: 1.1e-07 2.5e-07 7.1e-01
  occupations only: 7.9e-08 1.9e+00 2.4e-07
SCF Lam eigenvalues f*eps (eV) = -2.82115 -0.58945 -0.22479
shift for equal 2nd and 3rd = 2.67038 eV
rotated pair: Lam diagonal (eV) = -0.61186 0.49102 0.49102
rotated pair: off-diagonal f = -0.06828
all tests passed
```
